# Pair Coupled-Cluster Doubles: Cubic-Cost Amplitude Equations and Two-Electron Exactness: verification in Python

```python
"""Pair coupled-cluster doubles (pCCD): |Psi> = exp(T)|0>,
T = sum_ia t_ia Pdag_a P_i, where Pdag_p creates an up-down pair in orbital p.
Result under test: the amplitude equations can be evaluated at cubic cost, and
for a two-electron singlet the energy minimized over orbitals equals full CI.
Symbols: h one-electron matrix, V site repulsion, g[p,q,r,s] = (pq|rs),
J[p,q] = (pp|qq), K[p,q] = (pq|pq), n_occ number of occupied orbitals,
gap[i,a] energy of moving one pair from i to a. Model energies are in eV.
"""
import numpy as np
from scipy import sparse
from scipy.linalg import block_diag, expm, expm_frechet
from scipy.optimize import minimize, root

rng = np.random.default_rng(7)


def residual(t, gap, k_ov, k_oo, k_vv):
    """Factorized amplitude equations; k_oo and k_vv have zero diagonals."""
    kt = k_ov * t
    return (k_ov + gap * t + t @ k_vv + k_oo @ t + (t @ k_ov.T) @ t
            - 2 * t * (kt.sum(axis=1)[:, None] + kt.sum(axis=0)[None, :])
            + 2 * kt * t)


def residual_restricted(t, gap, k_ov, k_oo, k_vv):
    """Same projection with the restricted double sums left as they arise."""
    n_o, n_v = t.shape
    out = np.empty_like(t)
    for i in range(n_o):
        for a in range(n_v):
            total = k_ov[i, a] + gap[i, a] * t[i, a]
            for b in range(n_v):
                if b != a:
                    total = total + k_vv[a, b] * t[i, b]
            for j in range(n_o):
                if j != i:
                    total = total + k_oo[i, j] * t[j, a]
                for b in range(n_v):
                    if j != i and b != a:
                        total = total + k_ov[j, b] * (
                            t[i, a] * t[j, b] + t[i, b] * t[j, a])
                    total = total - t[i, a] * (k_ov[j, b] * t[j, b])
            out[i, a] = total
    return out


def pair_parts(h_diag, g, n_occ):
    """Reference energy and the arrays entering the amplitude equations."""
    J = np.einsum('ppqq->pq', g)
    K = np.einsum('pqpq->pq', g)
    eps = 2 * h_diag + np.diag(J)
    W = 2 * J - K
    W = W - np.diag(np.diag(W))
    K0 = K - np.diag(np.diag(K))
    o, v = slice(0, n_occ), slice(n_occ, None)
    e_ref = eps[o].sum() + W[o, o].sum()
    gap = (eps[v][None, :] - eps[o][:, None]
           + 2 * (W[v, o].sum(axis=1)[None, :] - W[o, v]
                  - W[o, o].sum(axis=1)[:, None]))
    return e_ref, (gap, K0[o, v], K0[o, o], K0[v, v])


def orbital_integrals(h, V, U):
    m = U.shape[1]
    dens = np.einsum('xp,xq->xpq', U, U).reshape(len(h), m * m)
    return U.T @ h @ U, (dens.T @ V @ dens).reshape(m, m, m, m)


def solve_pccd(h, V, U, n_occ, shift=0.0):
    """Return energy, amplitudes, reference energy and equation arrays."""
    h_mo, g = orbital_integrals(h, V, U)
    e_ref, parts = pair_parts(np.diag(h_mo), g, n_occ)
    gap, k_ov = parts[0], parts[1]
    denom = np.maximum(np.abs(gap), 1.0)
    t = -k_ov / denom + shift
    for _ in range(60):
        t = t - 0.5 * residual(t, *parts) / denom
    sol = root(lambda x: residual(x.reshape(t.shape), *parts).ravel(),
               t.ravel(), tol=1e-13)
    t = sol.x.reshape(t.shape)
    assert np.abs(residual(t, *parts)).max() < 1e-9
    return e_ref + np.sum(k_ov * t), t, e_ref, parts


# ---------- explicit Fock space for five spatial orbitals ----------
M = 5
lower_op = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
sign_op = sparse.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
annihilate = []
for k in range(2 * M):
    op = sparse.identity(1, format='csr')
    for site in range(2 * M):
        factor = (sign_op if site < k else lower_op if site == k
                  else sparse.identity(2, format='csr'))
        op = sparse.kron(op, factor, format='csr')
    annihilate.append(op)
pair_create = [(annihilate[2 * p].T @ annihilate[2 * p + 1].T).tocsr()
               for p in range(M)]
excite = [[(annihilate[2 * p].T @ annihilate[2 * q]
            + annihilate[2 * p + 1].T @ annihilate[2 * q + 1]).tocsr()
           for q in range(M)] for p in range(M)]
vacuum = np.zeros(4 ** M)
vacuum[0] = 1.0


def fock_hamiltonian(h, g):
    one = h - 0.5 * np.einsum('pqqs->ps', g)
    H = sparse.csr_matrix((4 ** M, 4 ** M))
    for p in range(M):
        for q in range(M):
            inner = sparse.csr_matrix((4 ** M, 4 ** M))
            for r in range(M):
                for s in range(M):
                    inner = inner + 0.5 * g[p, q, r, s] * excite[r][s]
            H = H + one[p, q] * excite[p][q] + excite[p][q] @ inner
    return H.tocsr()


def exp_apply(T, vec, sign):
    out, term = vec.copy(), vec.copy()
    for k in range(1, M + 1):
        term = sign * (T @ term) / k
        out = out + term
    return out


# Random integrals and amplitudes: derived equations against operators.
n_pairs = 2
h_rand = rng.normal(size=(M, M))
h_rand = h_rand + h_rand.T
B = rng.normal(size=(4, M, M))
B = B + B.transpose(0, 2, 1)
g_rand = 0.2 * np.einsum('lpq,lrs->pqrs', B, B)
t_rand = 0.4 * rng.normal(size=(n_pairs, M - n_pairs))
H_rand = fock_hamiltonian(h_rand, g_rand)
ref = pair_create[0] @ (pair_create[1] @ vacuum)
T_op = sparse.csr_matrix((4 ** M, 4 ** M))
for i in range(n_pairs):
    for a in range(M - n_pairs):
        T_op = T_op + t_rand[i, a] * (
            pair_create[a + n_pairs] @ pair_create[i].T)
transformed = exp_apply(T_op, H_rand @ exp_apply(T_op, ref, 1), -1)
res_fock = np.array([[(pair_create[a + n_pairs] @ (pair_create[i].T @ ref))
                      @ transformed for a in range(M - n_pairs)]
                     for i in range(n_pairs)])
e_ref_rand, parts_rand = pair_parts(np.diag(h_rand), g_rand, n_pairs)
res_formula = residual(t_rand, *parts_rand)
fock_error = np.abs(res_fock - res_formula).max()
assert fock_error < 1e-9
assert abs(ref @ transformed
           - e_ref_rand - np.sum(parts_rand[1] * t_rand)) < 1e-9
assert np.allclose(res_formula, residual_restricted(t_rand, *parts_rand))


# ---------- count multiplications actually executed ----------
class Counted:
    count = 0

    def __init__(self, value):
        self.value = value

    @staticmethod
    def raw(x):
        return x.value if isinstance(x, Counted) else x

    def __mul__(self, other):
        Counted.count += 1
        return Counted(self.value * Counted.raw(other))

    __rmul__ = __mul__

    def __add__(self, other):
        return Counted(self.value + Counted.raw(other))

    __radd__ = __add__

    def __sub__(self, other):
        return Counted(self.value - Counted.raw(other))


def multiplications(function, n_o, n_v):
    arrays = []
    for shape in [(n_o, n_v)] * 3 + [(n_o, n_o), (n_v, n_v)]:
        arr = np.empty(shape, dtype=object)
        for index in np.ndindex(shape):
            arr[index] = Counted(0.01)
        arrays.append(arr)
    Counted.count = 0
    function(*arrays)
    return Counted.count


cubic_10 = multiplications(residual, 10, 20)
cubic_20 = multiplications(residual, 20, 40)
cubic_40 = multiplications(residual, 40, 80)
quartic_5 = multiplications(residual_restricted, 5, 10)
quartic_10 = multiplications(residual_restricted, 10, 20)
assert 7.0 < cubic_40 / cubic_20 < 8.1
assert quartic_10 / quartic_5 > 14.0

# ---------- two electrons on a tilted chain ----------
hopping, tilt, U_site = 2.0, 0.4, 6.0
sites = np.arange(M)
distance = np.abs(sites[:, None] - sites[None, :])
h = np.diag(tilt * sites) - hopping * (distance == 1)
V = U_site / (1.0 + distance)

eye = np.eye(M)
H_two = np.kron(h, eye) + np.kron(eye, h) + np.diag(V.ravel())
levels, vectors = np.linalg.eigh(H_two)
e_fci = levels[0]
C_fci = vectors[:, 0].reshape(M, M)
assert np.allclose(C_fci, C_fci.T, atol=1e-9)     # ground state is a singlet

# Closed-shell Hartree-Fock with damping.
u = np.linalg.eigh(h)[1][:, 0]
P = np.outer(u, u)
for _ in range(500):
    fock = h + 2 * np.diag(V @ np.diag(P)) - V * P
    U_hf = np.linalg.eigh(fock)[1]
    P = 0.5 * P + 0.5 * np.outer(U_hf[:, 0], U_hf[:, 0])
fock = h + 2 * np.diag(V @ np.diag(P)) - V * P
assert np.abs((U_hf.T @ fock @ U_hf)[0, 1:]).max() < 1e-8
e_pccd_hf, t_hf, e_hf, _ = solve_pccd(h, V, U_hf, 1)


def lowest_pair_energy(U):
    """Diagonalize the two-electron H among doubly occupied orbitals."""
    basis = np.array([np.kron(U[:, p], U[:, p]) for p in range(M)]).T
    return np.linalg.eigvalsh(basis.T @ H_two @ basis)[0]


def pair_coefficients(t):
    c = np.r_[1.0, t[0]]
    return c / np.linalg.norm(c)


def h_on_state(C):
    return h @ C + C @ h + V * C


assert abs(e_pccd_hf - lowest_pair_energy(U_hf)) < 1e-8

rows, cols = np.tril_indices(M, -1)
generators = []
for p, q in zip(rows, cols):
    gen = np.zeros((M, M))
    gen[p, q], gen[q, p] = 1.0, -1.0
    generators.append(gen)

# Orbital gradient formula against differences of re-solved energies.
c_hf = pair_coefficients(t_hf)
G_hf = U_hf.T @ h_on_state((U_hf * c_hf) @ U_hf.T) @ U_hf
step = 1e-4
gradient_error = 0.0
for p, q, gen in zip(rows, cols, generators):
    plus = solve_pccd(h, V, U_hf @ expm(step * gen), 1)[0]
    minus = solve_pccd(h, V, U_hf @ expm(-step * gen), 1)[0]
    formula = 4 * (c_hf[q] - c_hf[p]) * G_hf[p, q]
    gradient_error = max(gradient_error,
                         abs((plus - minus) / (2 * step) - formula))
assert gradient_error < 1e-5

scale = 0.1      # keeps the first optimizer step short


def objective(x):
    kappa = sum(xk * gen for xk, gen in zip(x, generators))
    W = U_hf @ expm(kappa)
    energy, t, _, _ = solve_pccd(h, V, W, 1)
    c = pair_coefficients(t)
    A = 4 * (h_on_state((W * c) @ W.T) @ W) * c
    grad = [np.sum(A * (U_hf @ expm_frechet(kappa, gen, compute_expm=False)))
            for gen in generators]
    return scale * energy, scale * np.array(grad)


opt = minimize(objective, np.zeros(len(generators)), jac=True, method='BFGS',
               options={'gtol': 1e-9, 'maxiter': 400})
U_opt = U_hf @ expm(sum(xk * gen for xk, gen in zip(opt.x, generators)))
e_opt, t_opt, e_ref_opt, _ = solve_pccd(h, V, U_opt, 1)
c_opt = pair_coefficients(t_opt)
C_opt = (U_opt * c_opt) @ U_opt.T
eigen_residual = np.abs(h_on_state(C_opt) - e_opt * C_opt).max()
assert abs(e_opt - e_fci) < 1e-7
assert e_pccd_hf - e_fci > 1e-4
assert abs(e_opt - lowest_pair_energy(U_opt)) < 1e-8
assert eigen_residual < 1e-4

natural = np.linalg.eigvalsh(C_fci)
natural = natural[np.argsort(-np.abs(natural))]
natural = natural * np.sign(natural[0])
c_sorted = c_opt[np.argsort(-np.abs(c_opt))]
assert np.argmax(np.abs(c_opt)) == 0
assert np.allclose(c_sorted, natural, atol=1e-4)

# ---------- two noninteracting copies ----------
h2, V2 = block_diag(h, h), block_diag(V, V)
zero = np.zeros((M, M))
left, right = np.vstack([U_opt, zero]), np.vstack([zero, U_opt])
U_local = np.hstack([left[:, :1], right[:, :1], left[:, 1:], right[:, 1:]])
even, odd = (left + right) / np.sqrt(2), (left - right) / np.sqrt(2)
U_deloc = np.hstack([even[:, :1], odd[:, :1], even[:, 1:], odd[:, 1:]])
e_local, _, e_ref_local, parts2 = solve_pccd(h2, V2, U_local, 2, shift=0.01)
e_deloc, _, e_ref_deloc, _ = solve_pccd(h2, V2, U_deloc, 2)
gap2, kov2, koo2, kvv2 = parts2
n_conf = gap2.size
pair_ci = np.zeros((n_conf + 1, n_conf + 1))
pair_ci[0, 1:] = pair_ci[1:, 0] = kov2.ravel()
pair_ci[1:, 1:] = (np.diag(gap2.ravel()) + np.kron(np.eye(2), kvv2)
                   + np.kron(koo2, np.eye(gap2.shape[1])))
e_linear = e_ref_local + np.linalg.eigvalsh(pair_ci)[0]
assert abs(e_local - 2 * e_fci) < 1e-6
assert abs(e_ref_deloc - e_ref_local) < 1e-9
assert e_linear - 2 * e_fci > 1e-5
assert 2 * e_fci + 1e-4 < e_deloc < e_ref_deloc

# ---------- four electrons on one chain, same orbitals for both methods ----
U_core = np.linalg.eigh(h)[1]
e_four = solve_pccd(h, V, U_core, 2)[0]
H_four = fock_hamiltonian(*orbital_integrals(h, V, U_core))
configs = np.array([pair_create[p] @ (pair_create[q] @ vacuum)
                    for p in range(M) for q in range(p)]).T
e_four_pair_ci = np.linalg.eigvalsh(configs.T @ (H_four @ configs))[0]
assert 1e-7 < abs(e_four - e_four_pair_ci) < 0.2

print(f"Number of sites: {M}")
print(f"Hopping strength: {hopping:.1f} eV")
print(f"Site-energy increase per site: {tilt:.1f} eV")
print(f"On-site repulsion U: {U_site:.1f} eV; V(d) = U/(1+d)")
print("V(d) for d = 0..4:", np.round(V[0], 3), "eV")
print(f"Residual, formula minus Fock space, max: {fock_error:.1e} (model unit)")
print(f"Orbital gradient error, max: {gradient_error:.1e} eV")
print(f"Multiplications, factorized, o=10 v=20: {cubic_10}")
print(f"Multiplications, restricted sums, o=10 v=20: {quartic_10}")
print(f"Multiplications, factorized, o=20 v=40: {cubic_20}")
print(f"Multiplications, factorized, o=40 v=80: {cubic_40}")
print(f"Growth on doubling o and v, factorized: {cubic_40/cubic_20:.2f}")
print(f"Multiplications, restricted sums, o=5 v=10: {quartic_5}")
print(f"Growth on doubling, restricted sums: {quartic_10/quartic_5:.2f}")
print(f"Two electrons, Hartree-Fock energy: {e_hf:.6f} eV")
print(f"Two electrons, pCCD in HF orbitals: {e_pccd_hf:.6f} eV")
print(f"Two electrons, pCCD optimized orbitals: {e_opt:.6f} eV")
print(f"Two electrons, full CI: {e_fci:.6f} eV")
print(f"Correlation energy, full CI minus HF: {e_fci-e_hf:.6f} eV")
print(f"Error of pCCD in HF orbitals: {e_pccd_hf-e_fci:.6f} eV")
print(f"Error of optimized pCCD, magnitude: {abs(e_opt-e_fci):.1e} eV")
print(f"Reference energy, optimized orbitals: {e_ref_opt:.6f} eV")
print("Optimized amplitudes t_a:", np.round(t_opt[0], 5))
print("Optimized pair coefficients:", np.round(c_sorted, 5))
print("Full-CI natural amplitudes:", np.round(natural, 5))
print(f"Largest element of HC - EC: {eigen_residual:.1e} eV")
print(f"Two copies, twice full CI: {2*e_fci:.6f} eV")
print(f"Two copies, pCCD localized: {e_local:.6f} eV")
print(f"Two copies, pCCD delocalized: {e_deloc:.6f} eV")
print(f"Two copies, linear pair CI: {e_linear:.6f} eV")
print(f"Additivity error, linear pair CI: {e_linear-2*e_fci:.6f} eV")
print(f"Additivity error, delocalized pCCD: {e_deloc-2*e_fci:.6f} eV")
print(f"Four electrons, pCCD, orbitals of h: {e_four:.6f} eV")
print(f"Four electrons, full pair CI, same: {e_four_pair_ci:.6f} eV")
print(f"Four electrons, pCCD minus pair CI: {e_four-e_four_pair_ci:.6f} eV")
print("success")
```

Printed output:

```
Number of sites: 5
Hopping strength: 2.0 eV
Site-energy increase per site: 0.4 eV
On-site repulsion U: 6.0 eV; V(d) = U/(1+d)
V(d) for d = 0..4: [6.  3.  2.  1.5 1.2] eV
Residual, formula minus Fock space, max: 8.9e-16 (model unit)
Orbital gradient error, max: 3.1e-08 eV
Multiplications, factorized, o=10 v=20: 11200
Multiplications, restricted sums, o=10 v=20: 188400
Multiplications, factorized, o=20 v=40: 84800
Multiplications, factorized, o=40 v=80: 659200
Growth on doubling o and v, factorized: 7.77
Multiplications, restricted sums, o=5 v=10: 11100
Growth on doubling, restricted sums: 16.97
Two electrons, Hartree-Fock energy: -2.225778 eV
Two electrons, pCCD in HF orbitals: -2.538662 eV
Two electrons, pCCD optimized orbitals: -2.627736 eV
Two electrons, full CI: -2.627736 eV
Correlation energy, full CI minus HF: -0.401958 eV
Error of pCCD in HF orbitals: 0.089074 eV
Error of optimized pCCD, magnitude: 4.9e-15 eV
Reference energy, optimized orbitals: -2.211491 eV
Optimized amplitudes t_a: [-0.31187 -0.06834 -0.0092  -0.02894]
Optimized pair coefficients: [ 0.95223 -0.29697 -0.06507 -0.02755 -0.00876]
Full-CI natural amplitudes: [ 0.95223 -0.29697 -0.06507 -0.02755 -0.00876]
Largest element of HC - EC: 7.1e-09 eV
Two copies, twice full CI: -5.255471 eV
Two copies, pCCD localized: -5.255471 eV
Two copies, pCCD delocalized: -4.628621 eV
Two copies, linear pair CI: -5.189898 eV
Additivity error, linear pair CI: 0.065573 eV
Additivity error, delocalized pCCD: 0.626850 eV
Four electrons, pCCD, orbitals of h: 8.070986 eV
Four electrons, full pair CI, same: 8.070157 eV
Four electrons, pCCD minus pair CI: 0.000829 eV
success
```
